# Atomic-Orbital Account of the Bright Dichalcogenide Exciton g-Factor and Its Limits: verification in Python

```python
"""Bright-exciton g-factor of a dichalcogenide-like monolayer.

Result under test (atomic units, electron charge -1, Bohr magneton 1/2):
    g_X = 2 (L_c - L_v) = -4 + 2 (Linter_c - Linter_v)
L_n     : total orbital moment of band edge n at valley K, shift = muB*B*L_n
Linter  : part due to motion between cells,
          2 Im sum_m vx_nm vy_mn / (E_n - E_m)
v, c, h : valence (m=+2), conduction (m=0), higher band (m=-2) at K
Orbital basis order: d_z2, d_xy, d_x2-y2 on a triangular metal lattice.
Independent road: Landau levels of the lattice with Peierls phases.
Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy.linalg import expm, eigh
from scipy.constants import physical_constants as pc

HARTREE = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0] * 1e10
HB2M = HARTREE * BOHR**2              # hbar^2/m_e in eV angstrom^2
GS = abs(pc["electron g factor"][0])
MUB_T = pc["Bohr magneton in eV/T"][0]

PAR = dict(a=3.2, e1=1.0, e2=2.0, t0=-0.2, t1=0.4, t2=0.5,
           t11=0.2, t12=0.3, t22=0.1, lam=0.1)

# Angular momentum matrix from -i d/dphi on the real orbitals
phi = 2 * np.pi * np.arange(64) / 64


def angular_parts(angle):
    return np.array([np.ones_like(angle) / np.sqrt(2 * np.pi),
                     np.sin(2 * angle) / np.sqrt(np.pi),
                     np.cos(2 * angle) / np.sqrt(np.pi)])


step = 1e-4
slope = (angular_parts(phi + step) - angular_parts(phi - step)) / (2 * step)
lz_quad = -1j * angular_parts(phi) @ slope.T * (2 * np.pi / 64)
LZ = np.array([[0, 0, 0], [0, 0, 2j], [0, -2j, 0]])
assert np.allclose(lz_quad, LZ, atol=1e-6)

# Spin-flip part of L.S: the raising operator of the d shell has no element
# inside the mirror-even set m = -2, 0, 2, but does connect it to odd m
m_values = np.arange(-2, 3)
raising = np.diag(np.sqrt(6 - m_values[:-1] * (m_values[:-1] + 1)), -1)
assert np.allclose(raising[np.ix_([0, 2, 4], [0, 2, 4])], 0)
assert np.abs(raising[np.ix_([1, 3], [0, 2, 4])]).max() > 1


def hoppings(p):
    """Lattice-coordinate displacement -> (hopping matrix, valley sign)."""
    first = np.array([[p["t0"], p["t1"], p["t2"]],
                      [-p["t1"], p["t11"], p["t12"]],
                      [p["t2"], -p["t12"], p["t22"]]], complex)
    table = {}
    for j, (d1, d2) in enumerate([(1, 0), (-1, 1), (0, -1)]):
        rot = expm(-1j * LZ * 2 * np.pi * j / 3)
        mat = rot @ first @ rot.conj().T
        table[(d1, d2)] = (mat, 1)
        table[(-d1, -d2)] = (mat.conj().T, -1)
    return table


def onsite(p, spin=0.5, lift=0.0):
    """On-site energies, spin-orbit term, optional lift of orbital m=-2."""
    project_minus2 = (LZ @ LZ - 2 * LZ) / 8
    return (np.diag([p["e1"], p["e2"], p["e2"]]).astype(complex)
            + p["lam"] * spin * LZ + lift * project_minus2)


def bloch(p, k, spin=0.5, lift=0.0):
    """Bloch Hamiltonian and its k-derivatives (hbar times velocity)."""
    ham = onsite(p, spin, lift)
    vx = np.zeros((3, 3), complex)
    vy = np.zeros((3, 3), complex)
    for (d1, d2), (mat, _) in hoppings(p).items():
        x = p["a"] * (d1 + d2 / 2)
        y = p["a"] * d2 * np.sqrt(3) / 2
        term = mat * np.exp(1j * (k[0] * x + k[1] * y))
        ham = ham + term
        vx += 1j * x * term
        vy += 1j * y * term
    return ham, vx, vy


def edge_data(p, valley=1, spin=0.5, lift=0.0):
    """Energies, atomic moments, intercellular moments, vx, vy at a corner."""
    k = np.array([valley * 4 * np.pi / (3 * p["a"]), 0.0])
    ham, vx, vy = bloch(p, k, spin, lift)
    en, u = np.linalg.eigh(ham)
    vx, vy = u.conj().T @ vx @ u, u.conj().T @ vy @ u
    atomic = np.real(np.diag(u.conj().T @ LZ @ u))
    inter = np.array([sum(2 * np.imag(vx[n, m] * vy[m, n])
                          / (en[n] - en[m]) for m in range(3) if m != n)
                      for n in range(3)]) / HB2M
    return en, atomic, inter, vx, vy


en, atomic, inter, vx, vy = edge_data(PAR)
V, C, H = 0, 1, 2
assert np.allclose(atomic, [2, 0, -2], atol=1e-9)
vplus, vminus = vx + 1j * vy, vx - 1j * vy

# Optical selection rule at K and closed forms of the couplings
assert abs(vplus[C, V]) > 1 and abs(vminus[C, V]) < 1e-9
assert abs(vminus[H, C]) < 1e-9 and abs(vplus[H, V]) < 1e-9
a, r3 = PAR["a"], np.sqrt(3)
p_cv = 3 * a / np.sqrt(2) * abs(r3 * PAR["t2"] + PAR["t1"])
p_hc = 3 * a / np.sqrt(2) * abs(r3 * PAR["t2"] - PAR["t1"])
p_hv = 1.5 * r3 * a * abs(PAR["t11"] - PAR["t22"])
assert np.allclose([abs(vplus[C, V]), abs(vplus[H, C]), abs(vminus[H, V])],
                   [p_cv, p_hc, p_hv], atol=1e-9)
g_closed = -4 + (p_hc**2 / (en[H] - en[C])
                 + p_hv**2 / (en[H] - en[V])) / HB2M
total = atomic + inter
g_full = 2 * (total[C] - total[V])
assert abs(g_closed - g_full) < 1e-9
pair_moment = p_cv**2 / (2 * (en[C] - en[V])) / HB2M

# Time reversal: opposite valley and spin carry opposite moments
en_r, atomic_r, inter_r, _, _ = edge_data(PAR, valley=-1, spin=-0.5)
assert np.allclose(en, en_r) and np.allclose(total, -(atomic_r + inter_r))


# Atomic and spin Zeeman shifts in the full six-state problem at both valleys
def optical_energies(valley, zeeman):
    k = np.array([valley * 4 * np.pi / (3 * PAR["a"]), 0.0])
    ham, dx, dy = bloch(PAR, k, spin=0.0)
    one, sz = np.eye(2), np.diag([0.5, -0.5])
    full = (np.kron(one, ham) + PAR["lam"] * np.kron(sz, LZ)
            + zeeman * (np.kron(one, LZ) + GS * np.kron(sz, np.eye(3))))
    w, u = np.linalg.eigh(full)
    light = np.kron(one, dx + 1j * valley * dy)
    strength = np.abs(u[:, 2:4].conj().T @ light @ u[:, 1])
    bright = int(np.argmax(strength))
    assert strength[bright] > 1 and strength[1 - bright] < 1e-8
    return w[2 + bright] - w[1], w[3 - bright] - w[1]


zee = 1e-4
at_k, at_minus_k = optical_energies(1, zee), optical_energies(-1, zee)
g_atomic = (at_k[0] - at_minus_k[0]) / zee
g_flip = (at_k[1] - at_minus_k[1]) / zee
assert abs(g_atomic + 4) < 1e-6
assert abs(g_flip - (-4 - 2 * GS)) < 1e-6


# Landau levels on the lattice
def valley_edge_levels(p, q, sign, lift):
    """K-valley edge levels (valence, conduction) at flux sign/q per cell."""
    flux = sign * 2 * np.pi / q
    cell = p["a"]**2 * np.sqrt(3) / 2
    zeeman = 0.5 * HB2M * flux / cell
    ham = np.zeros((q, 3, q, 3), complex)
    valley_op = np.zeros((q, q), complex)
    site = onsite(p, 0.5, lift) + zeeman * LZ
    table = hoppings(p)
    for n in range(q):
        ham[n, :, n, :] += site
        for (d1, d2), (mat, orient) in table.items():
            phase = np.exp(1j * (flux * (n + d1 / 2) * d2 + 0.3 * d2))
            ham[n, :, (n + d1) % q, :] += phase * mat
            valley_op[n, (n + d1) % q] += phase * orient / 2j
    w, u = eigh(ham.reshape(3 * q, 3 * q), driver="evd")
    moved = (valley_op @ u.reshape(q, -1)).reshape(3 * q, 3 * q)
    label = np.real(np.sum(u.conj() * moved, axis=0)) / (-1.5 * np.sqrt(3))
    edge = edge_data(p, lift=lift)[0]
    middle = (edge[V] + edge[C]) / 2
    in_valley = label > 0.8
    return (np.array([w[in_valley & (w < middle)].max(),
                      w[in_valley & (w > middle)].min()]), zeeman)


def landau_moments(p, lift=0.0):
    """Total moments (valence, conduction) extrapolated to zero field."""
    values = []
    for q in (80, 160, 320):
        up, zeeman = valley_edge_levels(p, q, 1, lift)
        down, _ = valley_edge_levels(p, q, -1, lift)
        values.append((up - down) / (2 * zeeman))
    return (values[0] - 6 * values[1] + 8 * values[2]) / 3


# Tolerance: remaining third-order field terms of the extrapolation
ll = landau_moments(PAR)
g_ll = 2 * (ll[1] - ll[0])
assert np.allclose(ll, total[:2], atol=0.05), (ll, total)
assert abs(g_ll - g_full) < 0.08, (g_ll, g_full)

# Control: third band removed to high energy, common moment must cancel
LIFT = 1000.0
ll2 = landau_moments(PAR, LIFT)
g_ll2 = 2 * (ll2[1] - ll2[0])
assert abs(g_ll2 + 4) < 0.08, g_ll2
assert abs(ll2[1] - pair_moment) < 0.05 and ll2[1] > 1, ll2

print("INPUTS")
print(f"lattice constant a = {PAR['a']:.1f} angstrom")
for name in ("e1", "e2", "t0", "t1", "t2", "t11", "t12", "t22", "lam"):
    print(f"{name} = {PAR[name]:.1f} eV")
print(f"hbar^2/m_e = {HB2M:.4f} eV angstrom^2")
print(f"electron spin g-factor = {GS:.5f}")
print("BAND EDGES AT K, SPIN UP")
for name, n in (("valence v", V), ("conduction c", C), ("higher h", H)):
    print(f"{name}: E = {en[n]:.4f} eV, atomic m = {atomic[n]:+.3f}")
print(f"gap c-v = {en[C]-en[V]:.4f} eV")
print(f"gap h-c = {en[H]-en[C]:.4f} eV")
print(f"gap h-v = {en[H]-en[V]:.4f} eV")
print(f"P_cv = {p_cv:.4f} eV angstrom")
print(f"P_hc = {p_hc:.4f} eV angstrom")
print(f"P_hv = {p_hv:.4f} eV angstrom")
print("ATOMIC COUNT (dimensionless)")
print(f"g bright = {g_atomic:.4f}")
print(f"g spin-flip = {g_flip:.4f}")
print("INTERCELLULAR MOMENTS (dimensionless)")
print(f"common c-v pair part = {pair_moment:.4f}")
print(f"L_inter conduction = {inter[C]:.4f}")
print(f"L_inter valence = {inter[V]:.4f}")
print(f"L_total conduction = {total[C]:.4f}")
print(f"L_total valence = {total[V]:.4f}")
print(f"g correction from h-c = {p_hc**2/(en[H]-en[C])/HB2M:.4f}")
print(f"g correction from h-v = {p_hv**2/(en[H]-en[V])/HB2M:.4f}")
print(f"g bright, full three-band model = {g_full:.4f}")
print("LANDAU-LEVEL CHECK (dimensionless)")
print(f"L_total conduction = {ll[1]:.3f}, valence = {ll[0]:.3f}")
print(f"g bright = {g_ll:.3f}")
print(f"CONTROL, h lifted by {LIFT:.0f} eV (dimensionless)")
print(f"L_total conduction = {ll2[1]:.3f}, valence = {ll2[0]:.3f}")
print(f"g bright = {g_ll2:.3f}")
print("SCAN OVER t1 (moments and g dimensionless)")
for t1 in (0.2, 0.4, 0.6):
    _, at_s, in_s, _, _ = edge_data(dict(PAR, t1=t1))
    g_s = 2 * (at_s[C] + in_s[C] - at_s[V] - in_s[V])
    print(f"t1 = {t1:.1f} eV: L_inter c = {in_s[C]:.3f}, "
          f"v = {in_s[V]:.3f}, g = {g_s:.3f}")
FIELD = 10.0
print(f"VALLEY SPLITTING E(sigma+)-E(sigma-) AT {FIELD:.0f} T")
print(f"atomic count: {g_atomic*MUB_T*FIELD:.6f} eV")
print(f"full three-band model: {g_full*MUB_T*FIELD:.6f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS
lattice constant a = 3.2 angstrom
e1 = 1.0 eV
e2 = 2.0 eV
t0 = -0.2 eV
t1 = 0.4 eV
t2 = 0.5 eV
t11 = 0.2 eV
t12 = 0.3 eV
t22 = 0.1 eV
lam = 0.1 eV
hbar^2/m_e = 7.6200 eV angstrom^2
electron spin g-factor = 2.00232
BAND EDGES AT K, SPIN UP
valence v: E = 0.0912 eV, atomic m = +2.000
conduction c: E = 1.6000 eV, atomic m = -0.000
higher h: E = 3.0088 eV, atomic m = -2.000
gap c-v = 1.5088 eV
gap h-c = 1.4088 eV
gap h-v = 2.9177 eV
P_cv = 8.5941 eV angstrom
P_hc = 3.1635 eV angstrom
P_hv = 0.8314 eV angstrom
ATOMIC COUNT (dimensionless)
g bright = -4.0000
g spin-flip = -8.0046
INTERCELLULAR MOMENTS (dimensionless)
common c-v pair part = 3.2120
L_inter conduction = 3.6781
L_inter valence = 3.1964
L_total conduction = 3.6781
L_total valence = 5.1964
g correction from h-c = 0.9322
g correction from h-v = 0.0311
g bright, full three-band model = -3.0367
LANDAU-LEVEL CHECK (dimensionless)
L_total conduction = 3.677, valence = 5.194
g bright = -3.033
CONTROL, h lifted by 1000 eV (dimensionless)
L_total conduction = 3.212, valence = 5.208
g bright = -3.991
SCAN OVER t1 (moments and g dimensionless)
t1 = 0.2 eV: L_inter c = 3.229, v = 2.262, g = -2.065
t1 = 0.4 eV: L_inter c = 3.678, v = 3.196, g = -3.037
t1 = 0.6 eV: L_inter c = 4.459, v = 4.291, g = -3.665
VALLEY SPLITTING E(sigma+)-E(sigma-) AT 10 T
atomic count: -0.002315 eV
full three-band model: -0.001758 eV
ALL CHECKS PASSED
```
